# The Heisenberg chain as a five-state automaton, with exponentially decaying couplings: verification in Python

```python
"""
Result under test: for an open chain of N spins the Hamiltonian
    H = J sum_{i<j} lam^(j-i-1) S_i.S_j - h sum_i S_i^z     (0^0 = 1)
is the (first, last) entry of a product of N equal 5x5 operator-valued
matrices W, for lam = 0 (nearest neighbours) and lam != 0 alike, and
five is the smallest possible bond dimension at a bulk cut.
J: coupling, lam: decay factor per site, h: field, hbar = 1.
Automaton states: 0 nothing placed, 1-3 open x/y/z term, 4 finished.
"""
import numpy as np
import sympy as sp


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    sx = (raising + raising.T) / 2
    sy = (raising - raising.T) / 2j
    return [sx.astype(complex), sy, np.diag(m).astype(complex)]


def automaton(J, lam, h, ops):
    d = ops[0].shape[0]
    W = np.zeros((5, 5, d, d), complex)
    W[0, 0] = W[4, 4] = np.eye(d)
    W[0, 4] = -h * ops[2]
    for a in range(3):
        W[0, a + 1] = ops[a]
        W[a + 1, a + 1] = lam * np.eye(d)
        W[a + 1, 4] = J * ops[a]
    return W


def contract(W, N):
    row = [W[0, b] for b in range(5)]
    for _ in range(N - 1):
        row = [sum(np.kron(row[a], W[a, b]) for a in range(5)
                   if np.any(W[a, b])) for b in range(5)]
    return row[4]


def embed(op, site, N):
    d = op.shape[0]
    return np.kron(np.kron(np.eye(d**site), op), np.eye(d**(N - site - 1)))


def direct(N, coupling, h, ops):
    """Hamiltonian assembled term by term from the definition."""
    S = [[embed(op, i, N) for op in ops] for i in range(N)]
    H = -h * sum(S[i][2] for i in range(N))
    for i in range(N):
        for j in range(i + 1, N):
            c = coupling(j - i)
            if c != 0:
                H = H + c * sum(S[i][a] @ S[j][a] for a in range(3))
    return H


def schmidt_rank(H, cut, N, d=2):
    left, right = d**cut, d**(N - cut)
    M = H.reshape(left, right, left, right).transpose(0, 2, 1, 3)
    s = np.linalg.svd(M.reshape(left**2, right**2), compute_uv=False)
    return int(np.sum(s > 1e-10 * s[0]))


half, one = spin_matrices(0.5), spin_matrices(1)
N, J, lam, h = 8, 1.0, 0.5, 0.2
print(f"sites N = {N}, J = {J}, lambda = {lam}, h = {h} (units of J)")

# The algebra of the spin matrices themselves
for ops in (half, one):
    assert np.allclose(ops[0] @ ops[1] - ops[1] @ ops[0], 1j * ops[2])

# Automaton against term-by-term Hamiltonian, several cases
worst = 0.0
for ops, n, x in [(half, 6, 0.0), (half, 6, 0.5), (half, 6, -0.7),
                  (half, 5, 1.0), (one, 4, 0.0), (one, 4, 0.6)]:
    A = contract(automaton(1.3, x, 0.4, ops), n)
    B = direct(n, lambda r: 1.3 * x**(r - 1), 0.4, ops)
    worst = max(worst, np.abs(A - B).max())
assert worst < 1e-12
print(f"largest matrix-element error, six test chains: {worst:.1e}")

# Three sites written out; operators on different sites commute
Js, ls, hs = sp.symbols("J lam h")
site = [sp.symbols(f"x{i} y{i} z{i}") for i in (1, 2, 3)]
product = sp.eye(5)
for v in site:
    Ws = sp.zeros(5, 5)
    Ws[0, 0] = Ws[4, 4] = 1
    Ws[0, 4] = -hs * v[2]
    for a in range(3):
        Ws[0, a + 1], Ws[a + 1, a + 1], Ws[a + 1, 4] = v[a], ls, Js * v[a]
    product = product * Ws
three = sp.expand(product[0, 4])
expected = -hs * sum(v[2] for v in site)
for i in range(3):
    for j in range(i + 1, 3):
        expected += Js * ls**(j - i - 1) * sum(
            site[i][a] * site[j][a] for a in range(3))
assert sp.expand(three - expected) == 0
print("three-site corner entry:", three)

# Number of automaton paths against number of Hamiltonian terms
for x in (0.0, lam):
    W = automaton(J, x, h, half)
    adjacency = (np.abs(W).max(axis=(2, 3)) > 0).astype(int)
    paths = int(np.linalg.matrix_power(adjacency, N)[0, 4])
    terms = N + 3 * sum(1 for i in range(N) for j in range(i + 1, N)
                        if x**(j - i - 1) != 0)
    assert paths == terms
    print(f"paths from start to finish, lambda = {x}: {paths}")

# Ground states of the example chain
H_example = None
for x in (0.0, lam):
    H_mpo = contract(automaton(J, x, h, half), N)
    H_def = direct(N, lambda r: J * x**(r - 1), h, half)
    assert np.abs(H_mpo - H_def).max() < 1e-12
    energy, vectors = np.linalg.eigh(H_mpo)
    assert abs(energy[0] - np.linalg.eigvalsh(H_def)[0]) < 1e-10
    print(f"ground energy, lambda = {x}: {energy[0]:.6f} J")
    print(f"gap to next level, lambda = {x}: {energy[1]-energy[0]:.6f} J")
    if energy[1] - energy[0] > 1e-8:
        total_z = sum(embed(half[2], i, N) for i in range(N))
        g = vectors[:, 0]
        mz = np.vdot(g, total_z @ g).real
        print(f"ground-state total S^z, lambda = {x}: {mz + 0.0:.4f}")
    ranks = [schmidt_rank(H_def, c, N) for c in range(1, N)]
    assert ranks == [4] + [5] * (N - 3) + [4]
    print(f"Schmidt ranks at cuts 1..{N-1}, lambda = {x}: {ranks}")
    H_example = H_def

# Rank for other coupling laws, against the rank of the crossing block
laws = {
    "single exponential": lambda r: lam**(r - 1),
    "exponential cut after r = 2": lambda r: lam**(r - 1) if r < 3 else 0,
    "two exponentials (0.5, 0.2)": lambda r: 0.5**(r-1) + 0.2**(r-1),
    "inverse square": lambda r: 1.0 / r**2,
}
cut = N // 2
for name, law in laws.items():
    block = np.array([[law(j - i) for j in range(cut, N)]
                      for i in range(cut)], float)
    r_block = int(np.linalg.matrix_rank(block, tol=1e-10))
    r_op = schmidt_rank(direct(N, law, h, half), cut, N)
    assert r_op == 2 + 3 * r_block
    print(f"middle cut, {name}: block rank {r_block}, MPO rank {r_op}")


# Product states: the operator matrices become numbers
def F(n, x):
    return (n * (1 - x) - 1 + x**n) / (1 - x)**2


W = automaton(J, lam, h, half)
up, down = W[:, :, 0, 0].real, W[:, :, 1, 1].real
row = np.array([1.0, 0, 0, 0, 0])
print("polarized state, row vector after each site: 1, A^z, energy/J")
for l in range(1, N + 1):
    row = row @ up
    A_sum = sum(0.5 * lam**(l - i) for i in range(1, l + 1))
    assert abs(row[3] - A_sum) < 1e-12
    print(f"  site {l}: {row[0]:.0f}, {row[3]:.6f}, {row[4]:.6f}")
E_up = row[4]
row = np.array([1.0, 0, 0, 0, 0])
for l in range(N):
    row = row @ (up if l % 2 == 0 else down)
E_neel = row[4]
neel_index = int("01" * (N // 2), 2)
assert abs(E_up - H_example[0, 0].real) < 1e-12
assert abs(E_neel - H_example[neel_index, neel_index].real) < 1e-12
for x in (lam, -lam):
    explicit = sum((N - r) * x**(r - 1) for r in range(1, N))
    assert abs(F(N, x) - explicit) < 1e-12
    print(f"F_N({x}) = {F(N, x):.6f}")
assert abs(E_up - (J * F(N, lam) / 4 - h * N / 2)) < 1e-12
assert abs(E_neel + J * F(N, -lam) / 4) < 1e-12
print(f"polarized-state energy: {E_up:.6f} J")
print(f"Neel-state energy: {E_neel:.6f} J")

print("every check passed")
```

Printed output:

```
sites N = 8, J = 1.0, lambda = 0.5, h = 0.2 (units of J)
largest matrix-element error, six test chains: 8.9e-16
three-site corner entry: J*lam*x1*x3 + J*lam*y1*y3 + J*lam*z1*z3 + J*x1*x2 + J*x2*x3 + J*y1*y2 + J*y2*y3 + J*z1*z2 + J*z2*z3 - h*z1 - h*z2 - h*z3
paths from start to finish, lambda = 0.0: 29
paths from start to finish, lambda = 0.5: 92
ground energy, lambda = 0.0: -3.374933 J
gap to next level, lambda = 0.0: 0.192692 J
ground-state total S^z, lambda = 0.0: 0.0000
Schmidt ranks at cuts 1..7, lambda = 0.0: [4, 5, 5, 5, 5, 5, 4]
ground energy, lambda = 0.5: -3.048145 J
gap to next level, lambda = 0.5: 0.305223 J
ground-state total S^z, lambda = 0.5: -0.0000
Schmidt ranks at cuts 1..7, lambda = 0.5: [4, 5, 5, 5, 5, 5, 4]
middle cut, single exponential: block rank 1, MPO rank 5
middle cut, exponential cut after r = 2: block rank 2, MPO rank 8
middle cut, two exponentials (0.5, 0.2): block rank 2, MPO rank 8
middle cut, inverse square: block rank 4, MPO rank 14
polarized state, row vector after each site: 1, A^z, energy/J
  site 1: 1, 0.500000, -0.100000
  site 2: 1, 0.750000, 0.050000
  site 3: 1, 0.875000, 0.325000
  site 4: 1, 0.937500, 0.662500
  site 5: 1, 0.968750, 1.031250
  site 6: 1, 0.984375, 1.415625
  site 7: 1, 0.992188, 1.807812
  site 8: 1, 0.996094, 2.203906
F_N(0.5) = 12.015625
F_N(-0.5) = 4.890625
polarized-state energy: 2.203906 J
Neel-state energy: -1.222656 J
every check passed
```
